\section*{Why mean-field pair recombination fails in one-dimensional surface channels}

\section{The assumption in the rate equation}

\textbf{Q:} My adatoms move along surface channels and disappear in pairs when they meet. After the supply is shut off, I would describe their coverage by a second-order rate equation. What does that assume?

\textbf{A:} Let us fix the model first. Identical particles occupy the sites of an infinite channel, at most one per site. Each hops at rate $\Gamma$ to the left and at rate $\Gamma$ to the right. A hop onto an occupied site removes both particles. There is no supply, desorption, bias or other interaction. At $t=0$ each site is occupied independently with probability $p$, where $0<p<1$.

Let $\eta_i$ be 1 if site $i$ is occupied and 0 otherwise, and let $\rho=\langle\eta_i\rangle$ be the coverage. Define
\begin{equation}
P(r)=\langle\eta_0\eta_r\rangle,\qquad g(r)=P(r)/\rho^2 ,
\end{equation}
so that $g=1$ means random placement. A neighbouring pair reacts at rate $2\Gamma$, because either partner can make the hop. Each reaction removes two particles, and there is one bond per site. Therefore
\begin{equation}
\frac{d\rho}{dt}=-4\Gamma P(1)=-4\Gamma g(1)\rho^2 .
\label{balance}
\end{equation}
This is exact for the model. Mean field replaces $g(1)$ by 1 at all times. Then $d(1/\rho)/dt=4\Gamma$, so
\begin{equation}
\rho_{\rm mf}=\frac{p}{1+4p\Gamma t}\longrightarrow\frac{1}{4\Gamma t}.
\end{equation}
The initial slope is right, since the particles start at random. This requires a filling too fast for reactions to occur meanwhile; after a slow supply, close pairs are already missing at shut-off. The question here is whether particles placed at random stay random.

\section{The density without the assumption}

\textbf{Q:} The equation for $\rho$ needs pairs, and the equation for pairs will need triplets. How can you find the density?

\textbf{A:} By following a parity. Let $N$ be the number of particles in $n$ adjacent sites, and let
\begin{equation}
G_n=\langle(-1)^N\rangle,\qquad G_0=1,\qquad \rho=\tfrac12(1-G_1).
\end{equation}
Annihilation inside the interval changes $N$ by two and leaves the parity alone. Only a hop across an end of the interval changes it. This includes a hop that annihilates a pair straddling the end, because the interval then loses one particle.

Consider an end between sites $k$ and $k+1$. Crossings occur at rate $\Gamma(\eta_k+\eta_{k+1})$, and each changes $S=(-1)^N$ by $-2S$. With $2\eta=1-(-1)^\eta$, this end contributes
\begin{align}
-2\Gamma\langle(\eta_k+\eta_{k+1})S\rangle
&=\Gamma\big\langle(-1)^{\eta_k}S+(-1)^{\eta_{k+1}}S-2S\big\rangle .
\label{end}
\end{align}
Multiplication by $(-1)^{\eta_k}$ or $(-1)^{\eta_{k+1}}$ removes a site from the interval or adds one, so it shifts the end by one site. Adding the two ends gives a closed equation,
\begin{equation}
\frac{dG_n}{dt}=2\Gamma(G_{n+1}+G_{n-1}-2G_n),\qquad n\ge1.
\label{G}
\end{equation}
Random filling gives $G_n(0)=q^n$ with $q=1-2p$.

Now set $F_n=1-G_n$. It obeys the same equation with $F_0=0$. Extending it by $F_{-n}=-F_n$ keeps $F_0=0$ and turns the problem into free diffusion on all integers. The spreading solution from one site is $e^{-z}I_k(z)$, with $z=4\Gamma t$ and $I_k$ the modified Bessel function: it starts as $\delta_{k0}$, and $2I_k'=I_{k-1}+I_{k+1}$ reproduces the diffusion equation. Hence
\begin{equation}
F_n=\sum_{m=1}^{\infty}(1-q^m)e^{-z}\big[I_{m-n}(z)-I_{m+n}(z)\big].
\end{equation}
For $n=1$ the part without $q^m$ telescopes to $I_0+I_1$. In the other part we use $I_{m-1}-I_{m+1}=(2m/z)I_m$. Since $\rho=F_1/2$,
\begin{equation}
\rho=\frac{e^{-z}}2\,[I_0(z)+I_1(z)]
-\frac{e^{-z}}z\sum_{m=1}^{\infty}m\,q^m I_m(z).
\label{rho}
\end{equation}

\textbf{Q:} What remains at long times?

\textbf{A:} For fixed $m$, $e^{-z}I_m(z)\to1/\sqrt{2\pi z}$. The first term of \eqref{rho} therefore tends to $1/\sqrt{2\pi z}$. The sum $\sum_m mq^m=q/(1-q)^2$ is finite, so the second term is smaller by the factor $q/[(1-q)^2z]$. Thus
\begin{equation}
\boxed{\rho\longrightarrow\frac{1}{\sqrt{8\pi\Gamma t}}}
\label{law}
\end{equation}
for every $p$ between 0 and 1. For small $p$ the correction is about $1/(4p^2z)$, so the law needs $16p^2\Gamma t\gg1$: particles must have had time to diffuse across their initial spacing.

\section{What happens to the partners}

\textbf{Q:} That gives the exponent but not the cause. How do I know that nearby partners are missing?

\textbf{A:} Equation \eqref{balance} already measures the neighbours. Differentiating the long-time Bessel expansion gives $d\rho/dt\simeq-\rho/(2t)$, so
\begin{equation}
g(1)=-\frac{1}{4\Gamma\rho^2}\frac{d\rho}{dt}
\simeq\frac1{8\Gamma t\rho}=\pi\rho .
\end{equation}
The last step uses $1/(8\Gamma t)=\pi\rho^2$. The chance of an occupied neighbour, relative to random placement, falls to zero with the coverage. The rate coefficient is then $4\pi\Gamma\rho$ instead of $4\Gamma$, and the loss is effectively third order, $d\rho/dt\simeq-4\pi\Gamma\rho^3$.

\textbf{Q:} Is only the adjacent site depleted?

\textbf{A:} No. To see the whole profile, take two separate intervals with ends $x_1<x_2<x_3<x_4$, and let $H$ be the mean parity of their combined particle number. Write $G_{ab}=G_{x_b-x_a}$. Each end contributes a term of the form \eqref{end}, and the solution is
\begin{equation}
H=G_{12}G_{34}-G_{13}G_{24}+G_{14}G_{23}.
\end{equation}
Three checks prove it. Each product contains every end once, so it obeys the four-end diffusion equation. When two adjacent ends merge, the expression reduces correctly: $x_1=x_2$ gives $G_{34}$, $x_2=x_3$ gives $G_{14}$, and $x_3=x_4$ gives $G_{12}$. At $t=0$ the last two products cancel, because $(x_3-x_1)+(x_4-x_2)=(x_4-x_1)+(x_3-x_2)$, and the first is the random value.

For two single sites at distance $r$, the ends are $0,1,r,r+1$. Expanding $\eta_0\eta_r=\frac14[1-(-1)^{\eta_0}][1-(-1)^{\eta_r}]$ gives
\begin{align}
P(r)&=\tfrac14(1-2G_1+H)\nonumber\\
&=\tfrac14\big[(1-G_1)^2+G_{r+1}G_{r-1}-G_r^2\big]\nonumber\\
&=\rho^2+\tfrac14\big(G_{r+1}G_{r-1}-G_r^2\big).
\label{pair}
\end{align}
At long times \eqref{G} becomes a diffusion equation with coefficient $2\Gamma$, whose solution is $G_r\simeq\operatorname{erfc}(y)$ with $y=r/s$ and $s=\sqrt{8\Gamma t}$. The bracket in \eqref{pair} becomes $GG''-(G')^2$, where
\begin{equation}
G'=-\frac{2e^{-y^2}}{\sqrt\pi\,s},\qquad
G''=\frac{4y\,e^{-y^2}}{\sqrt\pi\,s^2},\qquad
4\rho^2=\frac4{\pi s^2}.
\end{equation}
Division by $4\rho^2$ yields
\begin{equation}
g(r)\simeq1-e^{-2y^2}+\sqrt\pi\,y\,e^{-y^2}\operatorname{erfc}(y).
\label{hole}
\end{equation}
This is a hole around each particle. It reaches $g=1/2$ at $y=0.3065$, or 0.173 mean spacings. Its width grows as $\sqrt t$, and so does the mean spacing $1/\rho=\sqrt\pi\,s$. Diffusion brings in partners from farther away, but it also widens the depleted region at the same pace. The hole is therefore never refilled.

\section{A test of the cause}

\textbf{Q:} Could I restore inverse-time decay without changing the reaction?

\textbf{A:} Yes, by mixing. Keep the hops and the reaction, but let each particle also attempt a jump to a random site at rate $w$, accepted only if that site is empty. At low density, neglect three-particle correlations and the slow change of $\rho$. The distance between two particles changes by $\pm1$ at rate $2\Gamma$ each way, and jumps replace the pair by a random one at rate $2w$. The quasi-steady profile obeys
\begin{equation}
0=2\Gamma(g_{r+1}+g_{r-1}-2g_r)+2w(1-g_r),\qquad g_0=0 .
\end{equation}
Substituting $g_r=1-\lambda^r$ with $0<\lambda<1$ gives
\begin{equation}
\lambda+\frac1\lambda-2=\frac w\Gamma,\qquad
\frac{d\rho}{dt}=-4\Gamma(1-\lambda)\rho^2 .
\end{equation}
The hole now has a fixed width, so $\rho$ falls as $1/t$, with a reduced coefficient. For $w\ll\Gamma$, $1-\lambda\simeq\sqrt{w/\Gamma}$ and the coefficient is about $4\sqrt{w\Gamma}$.

For $w=\Gamma/2$, $\lambda=1/2$ and the predicted coefficient is $2\Gamma$. A kinetic Monte Carlo simulation gives coverages 0.01898 and 0.00468 at $\Gamma t=20$ and 100. The slope of $1/\rho$ is
\begin{equation}
\frac{1/0.00468-1/0.01898}{80}\approx2.01 ,
\end{equation}
in units of $\Gamma$. Only about 1400 particles remain at the later time on the $3\times10^5$ simulated sites, so this slope is uncertain by a few per cent. With hops alone the coverage at $\Gamma t=100$ is 0.0191, in agreement with \eqref{rho}. Between these times the mean decay exponents are 0.87 with jumps and 0.42 without. Neither has reached its limit. With jumps, the starting value $1/p=10$ still matters: $1/\rho=10+2\Gamma t$ alone would give $\ln(210/50)/\ln5=0.89$.

\section{Numbers for a channel}

\textbf{Q:} How large can the error become within a millisecond?

\textbf{A:} Take round model parameters: site spacing 0.4~nm, barrier 0.60~eV, attempt frequency $10^{13}$~s$^{-1}$, temperature 500~K and $p=0.1$. With $k_BT=0.043087$~eV,
\begin{equation}
\Gamma=10^{13}\,e^{-0.60/0.043087}\ {\rm s^{-1}}
=8.96\times10^6\ {\rm s^{-1}} .
\end{equation}
The random start at $p=0.1$ stands for a sudden filling, completed in much less than $1/\Gamma\approx0.1~\mu$s, the time scale on which neighbouring pairs react. It does not describe the end of ordinary deposition: at this hop rate, a steady supply of one particle per site per second sustains a coverage of only about 0.002.

The local exponent follows from \eqref{balance}: $-d\ln\rho/d\ln t=4\Gamma t\,\rho\,g(1)$.

\begin{center}
\begin{tabular}{ccccc}
$t$ (s) & $\rho$ & $\rho_{\rm mf}$ & $g(1)$ & exponent\\
$10^{-6}$ & $4.94\times10^{-2}$ & $2.18\times10^{-2}$ & 0.175 & 0.309\\
$10^{-5}$ & $2.00\times10^{-2}$ & $2.71\times10^{-3}$ & 0.0634 & 0.455\\
$10^{-4}$ & $6.63\times10^{-3}$ & $2.78\times10^{-4}$ & 0.0208 & 0.495\\
$10^{-3}$ & $2.11\times10^{-3}$ & $2.79\times10^{-5}$ & 0.0066 & 0.499
\end{tabular}
\end{center}

At 1~ms, $\Gamma t=8959$. Mean field gives $0.1/(1+0.4\times8959)=2.79\times10^{-5}$, while \eqref{law} gives $1/\sqrt{8\pi\times8959}=2.11\times10^{-3}$. The true coverage of the model is about 75 times the mean-field value. In the long-time regime this ratio is $4\Gamma t/\sqrt{8\pi\Gamma t}=\sqrt{2\Gamma t/\pi}$, so it keeps growing. In linear density, the model has 5.3 particles per micrometre and mean field 0.070.

The first row shows why a short record can mislead. Its exponent, 0.309, is below one half because the initial coverage is still remembered, yet $g(1)$ has already dropped to 0.175. For this starting coverage, mean field fails before the square-root law is established.

\section{Where the square-root law ends}

\textbf{Q:} My channels have ends. Does the law survive?

\textbf{A:} For a limited time. Let the channel have $L$ sites and reflecting ends. One particle has diffusion modes $\phi_k(j)=\cos[\pi k(j-\frac12)/L]$, which decay at rates $2\Gamma[1-\cos(\pi k/L)]$. For the last two particles, at $i<j$, the probability must vanish when they coincide. The combination $\phi_1(i)\phi_0(j)-\phi_0(i)\phi_1(j)=\phi_1(i)-\phi_1(j)$ does this and is positive for $i<j$, so it is the slowest mode. Its rate is the sum of the two single-particle rates, and $\phi_0$ contributes zero:
\begin{equation}
\frac1{\tau_L}=2\Gamma\Big[1-\cos\frac\pi L\Big]\simeq\frac{\pi^2\Gamma}{L^2}.
\end{equation}
With an even particle number the final decay is exponential. With an odd number, one particle survives.

For $L=5000$, a channel 2.0~$\mu$m long, $\tau_L=0.28$~s. At 1~ms the mean spacing is 475 sites, so about ten particles remain per channel, and $s\approx268$ sites is still much shorter than the channel. The infinite-channel result is then a reasonable description away from the ends.

\textbf{Q:} What else would stop me from using it?

\textbf{A:} Continued deposition adds a source to \eqref{balance}. Exchange between channels also changes the problem. It acts like the random jumps only if it carries particles to distant, unrelated positions; steps to the same position in a neighbouring channel act differently. With only two coupled channels, the long-time decay keeps the exponent one half. Across a wide array, the motion becomes two-dimensional, and the decay comes much closer to inverse time, with a slowly falling rate coefficient. Two unlike species, or encounters that do not always react, break the parity argument as used here, so these cases need their own calculation. Within the stated model, the density and pair formulas agree with a direct solution of the master equation on a 14-site ring at short time, as the numerical output shows.

\section*{Table of computed values}
\begin{verbatim}
MASTER EQUATION, ring of 14 sites, p = 0.3 , Gamma t = 0.5
coverage: master 0.2007644, formula 0.2007644
pair probability r=1: master 0.0275060, formula 0.0275060
pair probability r=2: master 0.0378138, formula 0.0378138
pair probability r=3: master 0.0399713, formula 0.0399713
LONG TIME, Gamma t = 10000: limiting law 1.994711e-03
p=0.1: coverage 1.993709e-03, exponent 0.49973, g(1)/(pi rho) 1.00000
p=0.5: coverage 1.994705e-03, exponent 0.50000, g(1)/(pi rho) 1.00000
p=0.9: coverage 1.994717e-03, exponent 0.50000, g(1)/(pi rho) 1.00000
DEPLETION HOLE at the same time, p = 0.1
r=20 sites: y 0.0707, g lattice 0.1247, g scaling 0.1247
r=60 sites: y 0.2121, g lattice 0.3606, g scaling 0.3608
r=140 sites: y 0.4950, g lattice 0.7194, g scaling 0.7197
r=280 sites: y 0.9899, g lattice 0.9654, g scaling 0.9655
g = 1/2 at y = 0.3065, or 0.1729 mean spacings
KINETIC MONTE CARLO, 300000 sites, p = 0.1
Gamma t=20: hops only 0.03770, exact 0.03754, with jumps 0.01898
Gamma t=100: hops only 0.01914, exact 0.01907, with jumps 0.00468
mean exponent: hops only 0.421, with jumps 0.870
jump rate w/Gamma 0.5, lambda 0.5000
rate coefficient/Gamma with jumps: measured 2.014, predicted 2.000
OPEN CHANNEL, 8 sites: final rate/Gamma master 0.152241, formula 0.152241
WORKED EXAMPLE
site spacing 0.4 nm, barrier 0.60 eV, attempt frequency 1.0e+13 1/s
temperature 500 K, kT 0.04309 eV, initial coverage 0.1
hop rate Gamma to each side 8.9591e+06 1/s
t=1e-06 s: Gamma t 8.96, exact 4.9382e-02, mean field 2.1817e-02
   exact/mean field 2.26, g(1) 0.17455, exponent 0.3089
t=1e-05 s: Gamma t 89.59, exact 2.0048e-02, mean field 2.7147e-03
   exact/mean field 7.39, g(1) 0.06335, exponent 0.4552
t=1e-04 s: Gamma t 895.91, exact 6.6274e-03, mean field 2.7827e-04
   exact/mean field 23.82, g(1) 0.02082, exponent 0.4945
t=1e-03 s: Gamma t 8959.14, exact 2.1062e-03, mean field 2.7897e-05
   exact/mean field 75.50, g(1) 0.00662, exponent 0.4994
limiting law at last time 2.1074e-03
density at last time: exact 5.266 per um, mean field 0.0697 per um
mean spacing at last time 474.8 sites, g = 1/2 at 82.1 sites
channel of 5000 sites: length 2.0 um, end-effect time 0.283 s
\end{verbatim}
